# Counting static hyperpolarizability components with point-group symmetry: test program

```python
"""
Result under test: the number of independent components of the static
hyperpolarizabilities beta (rank 3) and gamma (rank 4) equals the group average
of the character of fully symmetric tensors. Inversion removes beta. In Td, with
axes along S4, only beta_xyz survives, and gamma has two constants, xxxx and xxyy.

Symbols: F is a uniform static field, mu the dipole, and
E(F) = E0 - mu.F - alpha FF/2 - beta FFF/6 - gamma FFFF/24.
R is a 3x3 orthogonal matrix of the point group. Atomic units unless stated.
"""
from itertools import combinations_with_replacement, product
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, lib

lib.num_threads(1)
identity = np.eye(3)


def rotation(axis, angle):
    axis = np.array(axis, dtype=float)
    return Rotation.from_rotvec(angle * axis / np.linalg.norm(axis)).as_matrix()


def close_group(generators):
    elements = [identity]
    for element in elements:          # the list grows until it is closed
        for generator in generators:
            new = generator @ element
            distance = np.abs(np.array(elements) - new).max(axis=(1, 2)).min()
            if distance > 1e-6:
                elements.append(new)
                assert len(elements) <= 200
    return elements


def tensor_power(R, rank):
    result = R
    for _ in range(rank - 1):
        result = np.kron(result, R)
    return result


def symmetric_character(R, rank):
    p1, p2, p3, p4 = [np.trace(np.linalg.matrix_power(R, k)) for k in (1, 2, 3, 4)]
    if rank == 3:
        return (p1**3 + 3*p1*p2 + 2*p3) / 6
    return (p1**4 + 6*p1**2*p2 + 3*p2**2 + 8*p1*p3 + 6*p4) / 24


def count_by_constraints(generators, rank):
    """Null-space dimension of invariance and index-permutation equations."""
    size = 3**rank
    unit = np.eye(size)
    blocks = [tensor_power(R, rank) - unit for R in generators]
    labels = np.arange(size).reshape((3,) * rank)
    for axis in range(rank - 1):
        blocks.append(unit[np.swapaxes(labels, axis, axis + 1).ravel()] - unit)
    singular = np.linalg.svd(np.vstack(blocks), compute_uv=False)
    return int(np.sum(singular < 1e-9))


# ---------- counting in point groups ----------
pi = np.pi
C3_diagonal = rotation([1, 1, 1], 2*pi/3)
C4_z = rotation([0, 0, 1], pi/2)
S4_z = np.diag([1., 1., -1.]) @ C4_z
mirror_y = np.diag([1., -1., 1.])
mirror_z = np.diag([1., 1., -1.])
C7_z = rotation([0, 0, 1], 2*pi/7)
free_z = rotation([0, 0, 1], 1.0)     # one radian: generates a dense set
free_x = rotation([1, 0, 0], 1.0)
golden = (1 + np.sqrt(5)) / 2
C5_ico = rotation([0, 1, golden], 2*pi/5)

# name: generators of the averaged finite group, generators for constraints
groups = {
    "C1": ([identity], None),
    "Ci": ([-identity], None),
    "C2v": ([rotation([0, 0, 1], pi), mirror_y], None),
    "C3v": ([rotation([0, 0, 1], 2*pi/3), mirror_y], None),
    "D3h": ([rotation([0, 0, 1], 2*pi/3), mirror_y, mirror_z], None),
    "D4": ([C4_z, rotation([1, 0, 0], pi)], None),
    "Td": ([S4_z, C3_diagonal], None),
    "O": ([C4_z, C3_diagonal], None),
    "Oh": ([C4_z, C3_diagonal, -identity], None),
    "C_inf_v": ([C7_z, mirror_y], [free_z, mirror_y]),
    "D_inf_h": ([C7_z, mirror_y, -identity], [free_z, mirror_y, -identity]),
    "atom": ([C5_ico, C3_diagonal, -identity], [free_z, free_x, -identity]),
}
print("group | order averaged | inversion | N_beta | N_gamma")
counts = {}
for name, (finite_generators, constraint_generators) in groups.items():
    elements = close_group(finite_generators)
    has_inversion = any(np.allclose(R, -identity) for R in elements)
    found = []
    for rank in (3, 4):
        average = np.mean([symmetric_character(R, rank) for R in elements])
        direct = count_by_constraints(constraint_generators or finite_generators, rank)
        assert abs(average - direct) < 1e-8, (name, rank, average, direct)
        found.append(direct)
    if has_inversion:
        assert found[0] == 0
    counts[name] = found
    print(f"{name:8s} {len(elements):4d} {'yes' if has_inversion else 'no':>4s}"
          f" {found[0]:3d} {found[1]:3d}")
assert counts["Td"] == [1, 2]
assert counts["O"][0] == 0 and counts["D4"][0] == 0

Td = close_group(groups["Td"][0])
assert len(Td) == 24
class_names = {(1, 3): "E", (1, 0): "C3", (1, -1): "C2",
               (-1, -1): "S4", (-1, 1): "sigma_d"}
classes = {}
for R in Td:
    key = (round(np.linalg.det(R)), round(np.trace(R)))
    classes.setdefault(class_names[key], []).append(R)
print("Td class | size | chi_3 | chi_4")
for name in ("E", "C3", "C2", "S4", "sigma_d"):
    R = classes[name][0]
    print(f"{name:8s} {len(classes[name]):2d} {symmetric_character(R, 3):5.0f}"
          f" {symmetric_character(R, 4):5.0f}")

# ---------- explicit projection in Td ----------
projector = {n: np.mean([tensor_power(R, n) for R in Td], axis=0) for n in (3, 4)}
for P in projector.values():
    assert np.allclose(P @ P, P) and np.allclose(P, P.T)


def full_tensor(values, rank):
    """Expand a dictionary with sorted index keys to a symmetric tensor."""
    tensor = np.zeros((3,) * rank)
    for indices in product(range(3), repeat=rank):
        tensor[indices] = values[tuple(sorted(indices))]
    return tensor


def project(tensor):
    rank = tensor.ndim
    return (projector[rank] @ tensor.ravel()).reshape(tensor.shape)


rng = np.random.default_rng(4)
random_tensor = {}
for rank in (3, 4):
    keys = combinations_with_replacement(range(3), rank)
    random_tensor[rank] = full_tensor({key: rng.normal() for key in keys}, rank)
xyz_pattern = np.zeros((3, 3, 3))
for indices in product(range(3), repeat=3):
    xyz_pattern[indices] = float(len(set(indices)) == 3)
assert np.allclose(project(random_tensor[3]),
                   random_tensor[3][0, 1, 2] * xyz_pattern)
projected_gamma = project(random_tensor[4])
for indices in product(range(3), repeat=4):
    if any(indices.count(axis) % 2 for axis in range(3)):
        expected = 0.0
    elif len(set(indices)) == 1:
        expected = np.mean([random_tensor[4][i, i, i, i] for i in range(3)])
    else:
        expected = np.mean([random_tensor[4][i, i, j, j]
                            for i, j in ((0, 1), (0, 2), (1, 2))])
    assert abs(projected_gamma[indices] - expected) < 1e-12
print("non-zero ordered beta entries in Td:",
      np.count_nonzero(np.abs(project(random_tensor[3])) > 1e-12))
rotated = np.einsum('ia,jb,kc,abc->ijk', C4_z, C4_z, C4_z, xyz_pattern)
assert np.allclose(rotated, -xyz_pattern)

# New axes: z along [111], x along [1,1,-2], y along [-1,1,0].
frame = np.array([[1, 1, -2], [-1, 1, 0], [1, 1, 1]], dtype=float)
frame /= np.linalg.norm(frame, axis=1)[:, None]
trigonal = np.einsum('ia,jb,kc,abc->ijk', frame, frame, frame, xyz_pattern)
trigonal_formula = full_tensor({
    (0, 0, 0): -np.sqrt(2/3), (0, 1, 1): np.sqrt(2/3),
    (0, 0, 2): -1/np.sqrt(3), (1, 1, 2): -1/np.sqrt(3),
    (2, 2, 2): 2/np.sqrt(3), (0, 0, 1): 0, (0, 1, 2): 0,
    (0, 2, 2): 0, (1, 1, 1): 0, (1, 2, 2): 0}, 3)
assert np.allclose(trigonal, trigonal_formula)
print("z along C3, components / beta_xyz (no unit):")
print(f"  zzz {trigonal[2, 2, 2]:.4f}, zxx {trigonal[2, 0, 0]:.4f},"
      f" xxx {trigonal[0, 0, 0]:.4f}, xyy {trigonal[0, 1, 1]:.4f}")

# ---------- finite-field Hartree-Fock ----------
field_step = 0.004


def make_solver(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    position = mol.intor("int1e_r")
    core = scf.hf.get_hcore(mol)
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100

    def solve(field, guess=None):
        hamiltonian = core + np.einsum('x,xij->ij', field, position)
        mf.get_hcore = lambda *args: hamiltonian
        energy = mf.kernel(dm0=guess)
        assert mf.converged
        density = np.asarray(mf.make_rdm1())
        # The nuclear dipole is constant and cancels in every response below.
        return energy, -np.einsum('xij,ji->x', position, density), density
    return solve, mol.nao_nr()


def directional_response(solve, zero, direction):
    """Vectors beta_i(u,u), gamma_i(u,u,u), and beta(u,u,u) from energies.
    The energy estimate assumes a zero permanent dipole."""
    _, dipole0, density0 = zero
    energy, dipole = {}, {}
    slope = np.zeros_like(density0)
    for s in (1, -1, 2, -2, 4, -4):
        energy[s], dipole[s], density = solve(
            s * field_step * direction, density0 + s * slope)
        slope = (density - density0) / s
    even = {s: (dipole[s] + dipole[-s]) / 2 - dipole0 for s in (1, 2)}
    odd = {s: (dipole[s] - dipole[-s]) / 2 for s in (1, 2, 4)}
    beta = (16 * even[1] - even[2]) / (6 * field_step**2)
    gamma_fine = (odd[2] - 2 * odd[1]) / field_step**3
    gamma_coarse = (odd[4] - 2 * odd[2]) / (2 * field_step)**3
    gamma = (4 * gamma_fine - gamma_coarse) / 3
    cubic = {s: 3 * (energy[-s] - energy[s]) / (s * field_step)**3 for s in (1, 2)}
    return beta, gamma, (4 * cubic[1] - cubic[2]) / 3


def fit_symmetric_tensor(directions, vectors, rank):
    """Fit all permutation-independent components, with no point group used."""
    keys = list(combinations_with_replacement(range(3), rank))
    matrix, data = [], []
    for direction, vector in zip(directions, vectors):
        for i in range(3):
            row = np.zeros(len(keys))
            for rest in product(range(3), repeat=rank - 1):
                key = tuple(sorted((i,) + rest))
                row[keys.index(key)] += np.prod(direction[list(rest)])
            matrix.append(row)
            data.append(vector[i])
    matrix, data = np.array(matrix), np.array(data)
    solution, _, matrix_rank, _ = np.linalg.lstsq(matrix, data, rcond=None)
    assert matrix_rank == len(keys)
    residual = np.abs(matrix @ solution - data).max()
    return full_tensor(dict(zip(keys, solution)), rank), residual


bond_CH = 1.09
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
methane = [["C", (0., 0., 0.)]]
methane += [["H", tuple(bond_CH * corner / np.sqrt(3))] for corner in corners]
solve, n_basis = make_solver(methane, {"C": "aug-cc-pvdz", "H": "cc-pvdz"})
zero = solve(np.zeros(3))
directions = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                       [1, 1, 0], [1, 0, 1], [0, 1, 1]], dtype=float)
directions /= np.linalg.norm(directions, axis=1)[:, None]
responses = [directional_response(solve, zero, u) for u in directions]
beta, beta_residual = fit_symmetric_tensor(directions, [r[0] for r in responses], 3)
gamma, gamma_residual = fit_symmetric_tensor(directions, [r[1] for r in responses], 4)
beta_xyz = beta[0, 1, 2]
gamma_xxxx, gamma_xxyy = gamma[0, 0, 0, 0], gamma[0, 0, 1, 1]
forbidden_beta = np.abs(beta[xyz_pattern == 0]).max()
forbidden_gamma = max(abs(gamma[i]) for i in product(range(3), repeat=4)
                      if any(i.count(axis) % 2 for axis in range(3)))
# SCF noise is divided by the square or cube of the small field step.
assert abs(beta_xyz) > 1 and forbidden_beta < 0.01 and beta_residual < 0.01
assert np.abs(project(beta) - beta).max() < 0.01
gamma_tolerance = 5e-3 * abs(gamma_xxxx)
assert forbidden_gamma < gamma_tolerance and gamma_residual < gamma_tolerance
assert np.abs(project(gamma) - gamma).max() < gamma_tolerance

diagonal = np.ones(3) / np.sqrt(3)
beta_vector, gamma_vector, beta_energy = directional_response(solve, zero, diagonal)
beta_111, gamma_111 = beta_vector @ diagonal, gamma_vector @ diagonal
beta_predicted = 2 * beta_xyz / np.sqrt(3)
gamma_predicted = gamma_xxxx / 3 + 2 * gamma_xxyy
assert abs(beta_111 - beta_predicted) < 0.01 * abs(beta_predicted)
assert abs(beta_energy - beta_predicted) < 0.01 * abs(beta_predicted)
# One per cent allows for the remaining finite-field truncation.
assert abs(gamma_111 - gamma_predicted) < 0.01 * abs(gamma_predicted)

field = np.array([0.002, 0.004, 0.004])
energy_F = solve(field, zero[2])[0]
energy_S4 = solve(S4_z @ field, zero[2])[0]
energy_C4 = solve(C4_z @ field, zero[2])[0]
cubic_shift = 2 * beta_xyz * np.prod(field)
assert abs(energy_S4 - energy_F) < 1e-10
# The next odd power of the field limits this comparison.
assert abs(energy_C4 - energy_F - cubic_shift) < 0.05 * abs(cubic_shift)

bohr = constants.physical_constants["Bohr radius"][0]
hartree = constants.physical_constants["Hartree energy"][0]
beta_SI = (constants.e * bohr)**3 / hartree**2
gamma_SI = (constants.e * bohr)**4 / hartree**3
print(f"CH4 bond length: {bond_CH:.2f} angstrom; basis functions: {n_basis}")
print(f"smallest field step: {field_step:.3f} a.u.")
print(f"CH4 beta_xyz: {beta_xyz:.3f} a.u. = {beta_xyz*beta_SI:.3e} C^3 m^3 J^-2")
print(f"CH4 largest forbidden |beta|: {forbidden_beta:.1e} a.u.")
print(f"CH4 gamma_xxxx: {gamma_xxxx:.1f} a.u. = {gamma_xxxx*gamma_SI:.3e} C^4 m^4 J^-3")
print(f"CH4 gamma_xxyy: {gamma_xxyy:.1f} a.u. = {gamma_xxyy*gamma_SI:.3e} C^4 m^4 J^-3")
print(f"CH4 largest forbidden |gamma|: {forbidden_gamma:.1e} a.u.")
print(f"CH4 gamma_xxxx/(3 gamma_xxyy): {gamma_xxxx/(3*gamma_xxyy):.3f} (no unit)")
print(f"[111] beta, predicted from beta_xyz: {beta_predicted:.3f} a.u.")
print(f"[111] beta, from dipoles: {beta_111:.3f} a.u.")
print(f"[111] beta, from energies: {beta_energy:.3f} a.u.")
print(f"[111] gamma, predicted: {gamma_predicted:.1f} a.u.")
print(f"[111] gamma, from dipoles: {gamma_111:.1f} a.u.")
print("test field F:", " ".join(f"{value:.3f}" for value in field), "a.u.")
print(f"E(S4 F)-E(F): {energy_S4-energy_F:.1e} hartree")
print(f"E(C4 F)-E(F): {energy_C4-energy_F:.4e} hartree")
print(f"2 beta_xyz Fx Fy Fz: {cubic_shift:.4e} hartree")

# ---------- polar control and inversion-symmetric molecule ----------
u_x = np.array([1., 0., 0.])
u_xz = np.array([1., 0., 1.]) / np.sqrt(2)
diatomic_beta = {}
for name, atoms, bond in (("CO", ("C", "O"), 1.13), ("N2", ("N", "N"), 1.10)):
    geometry = [[atoms[0], (0., 0., 0.)], [atoms[1], (0., 0., bond)]]
    solve_diatomic, _ = make_solver(geometry, "6-31g*")
    zero_diatomic = solve_diatomic(np.zeros(3))
    diatomic_beta[name] = [directional_response(solve_diatomic, zero_diatomic, u)[0]
                           for u in (u_x, u_xz)]
    print(f"{name} bond length: {bond:.2f} angstrom")
beta_z_xx = diatomic_beta["CO"][0][2]
beta_x_xz = diatomic_beta["CO"][1][0]
beta_zzz = 2 * diatomic_beta["CO"][1][2] - beta_z_xx
largest_N2 = np.abs(diatomic_beta["N2"]).max()
assert abs(beta_z_xx - beta_x_xz) < 0.02
assert max(abs(beta_z_xx), abs(beta_zzz)) > 1
assert largest_N2 < 0.01
print(f"CO beta_z,xx: {beta_z_xx:.3f} a.u.")
print(f"CO beta_x,xz: {beta_x_xz:.3f} a.u.")
print(f"CO beta_zzz: {beta_zzz:.3f} a.u.")
print(f"N2 largest |beta_i(u,u)|: {largest_N2:.1e} a.u.")
print("checks complete")
```

Printed output:

```
group | order averaged | inversion | N_beta | N_gamma
C1          1   no  10  15
Ci          2  yes   0  15
C2v         4   no   3   6
C3v         6   no   3   4
D3h        12   no   1   3
D4          8   no   0   4
Td         24   no   1   2
O          24   no   0   2
Oh         48  yes   0   2
C_inf_v    14   no   2   3
D_inf_h    28  yes   0   3
atom      120  yes   0   1
Td class | size | chi_3 | chi_4
E         1    10    15
C3        8     1     0
C2        3    -2     3
S4        6    -0     1
sigma_d   6     2     3
non-zero ordered beta entries in Td: 6
z along C3, components / beta_xyz (no unit):
  zzz 1.1547, zxx -0.5774, xxx -0.8165, xyy 0.8165
CH4 bond length: 1.09 angstrom; basis functions: 43
smallest field step: 0.004 a.u.
CH4 beta_xyz: -15.357 a.u. = -4.924e-52 C^3 m^3 J^-2
CH4 largest forbidden |beta|: 2.5e-05 a.u.
CH4 gamma_xxxx: 660.2 a.u. = 4.116e-62 C^4 m^4 J^-3
CH4 gamma_xxyy: 365.9 a.u. = 2.282e-62 C^4 m^4 J^-3
CH4 largest forbidden |gamma|: 1.2e-02 a.u.
CH4 gamma_xxxx/(3 gamma_xxyy): 0.601 (no unit)
[111] beta, predicted from beta_xyz: -17.733 a.u.
[111] beta, from dipoles: -17.733 a.u.
[111] beta, from energies: -17.733 a.u.
[111] gamma, predicted: 951.9 a.u.
[111] gamma, from dipoles: 951.9 a.u.
test field F: 0.002 0.004 0.004 a.u.
E(S4 F)-E(F): 1.4e-14 hartree
E(C4 F)-E(F): -9.8268e-07 hartree
2 beta_xyz Fx Fy Fz: -9.8286e-07 hartree
CO bond length: 1.13 angstrom
N2 bond length: 1.10 angstrom
CO beta_z,xx: -2.859 a.u.
CO beta_x,xz: -2.860 a.u.
CO beta_zzz: 19.554 a.u.
N2 largest |beta_i(u,u)|: 3.3e-05 a.u.
checks complete
```
